Scaling, spin scaling and the virial relation of exchange, part 1

(Sections cited here and not found follow in the second part.)

## 1. Exchange under scaling of coordinates and spins

A beryllium atom treated with Slater's local exchange potential has kinetic energy T = 14.951 hartree and total energy E = −14.561 hartree. The two should cancel if the energy is stationary under a uniform stretching of the orbitals, yet their sum is 0.390 hartree. With the potential of Krieger, Li and Iafrate (KLI) the sum is 0.0212 hartree. With the optimized effective potential (OEP), computed in a finite expansion, it is −0.00001 hartree. All three calculations are self-consistent, and all three evaluate the exchange energy by the same Fock formula. The difference must therefore lie in how each potential is related to that energy. To find it, we first need to know how the exchange energy changes when the density is compressed or stretched.

### The exchange energy of a determinant

Hartree atomic units are used throughout. The electrons are non-relativistic, there is no magnetic field, and each orbital has a definite spin σ = ↑ or ↓. The orbitals solve a one-electron equation with a local potential,

[−½∇² + v_sσ(r)] φ_iσ(r) = ε_iσ φ_iσ(r).   (1)

The N lowest spin orbitals ψ_p(x), with x = (r, spin), form the determinant

Φ = (N!)^(−1/2) Σ_P sgn(P) ψ_P(1)(x₁) … ψ_P(N)(x_N).   (2)

Let V_ee be the sum of 1/|r_k − r_l| over pairs of electrons. The exchange energy is what remains of its expectation value after the classical repulsion of the density n has been removed:

E_x = ⟨Φ|V_ee|Φ⟩ − E_H,  E_H = ½∫∫ n(r)n(r′)/|r − r′| d³r d³r′.   (3)

No correlation energy is contained in this definition, because Φ is a single determinant.

The expectation value contains two sums over permutations, one from each factor Φ. Since V_ee is symmetric in the electrons, we can relabel the coordinates so that the left factor has its orbitals in natural order. All N! terms of the left sum then contribute equally, which cancels the factor 1/N!, and one sum over permutations is left:

⟨Φ|V_ee|Φ⟩ = Σ_P sgn(P) ⟨ψ₁…ψ_N|V_ee|ψ_P(1)…ψ_P(N)⟩.   (4)

Take the interaction between electrons p and q. Every other electron k contributes an overlap ⟨ψ_k|ψ_P(k)⟩, which vanishes unless P(k) = k. Two permutations survive: the identity, with sign +1, and the exchange of p and q, with sign −1. Summing over pairs, written as half the sum over all p and q, gives

⟨Φ|V_ee|Φ⟩ = ½ Σ_pq ∫∫ [|ψ_p(x)|²|ψ_q(x′)|² − ψ_p*(x)ψ_q(x)ψ_q*(x′)ψ_p(x′)] / |r − r′| dx dx′.   (5)

The terms with p = q may be included because the bracket then vanishes. With them included, the first part is E_H, self-repulsion and all. The second part is therefore E_x. Its spin sums vanish unless ψ_p and ψ_q have the same spin. With the density matrix of one spin,

ρ_σ(r,r′) = Σ_i φ_iσ(r) φ_iσ*(r′),  n_σ(r) = ρ_σ(r,r),   (6)

the sum over q in (5) yields ρ_σ(r,r′), the sum over p yields ρ_σ(r′,r) = ρ_σ(r,r′)*, and

E_x = −½ Σ_σ ∫∫ |ρ_σ(r,r′)|² / |r − r′| d³r d³r′.   (7)

The integrand is non-negative, so E_x is negative.

### Why this is a functional of the density

Equation (7) contains orbitals, whereas scaling is to be a statement about densities. We need to know that the density fixes the determinant. Assume that n_σ is the density of N_σ non-interacting electrons in some local potential, and that their ground state is non-degenerate, meaning that there is a gap between the highest occupied and the lowest empty level.

Suppose two potentials v and v′, differing by more than a constant, had ground-state determinants Φ_σ and Φ′_σ with the same density. The determinants must differ. If they were equal, subtracting their two Schrödinger equations would give

Σ_k [v(r_k) − v′(r_k)] Φ_σ = constant × Φ_σ,   (8)

so v − v′ would be constant wherever Φ_σ is not zero, against the assumption. The variational principle in the potential v now gives

T[Φ_σ] + ∫n_σ v d³r < T[Φ′_σ] + ∫n_σ v d³r,   (9)

hence T[Φ_σ] < T[Φ′_σ]. The inequality is strict because the ground state is non-degenerate. The same argument in the potential v′ gives T[Φ′_σ] < T[Φ_σ], a contradiction. The density n_σ thus fixes v_sσ up to a constant and fixes the determinant up to a phase. Through (7) it fixes the exchange energy, which we write E_x[n↑,n↓]. For a closed shell, where n↑ = n↓ = n/2, we write E_x[n].

### Linear coordinate scaling

Let λ > 0 and define the scaled density

n_λ(r) = λ³ n(λr).   (10)

The factor λ³ keeps the number of electrons unchanged, since d³(λr) = λ³d³r. For λ > 1 the density is compressed towards the origin, and for λ < 1 it is stretched.

Which determinant belongs to n_λ? Try the scaled orbitals

φ_iλ(r) = λ^(3/2) φ_i(λr),   (11)

which are normalized and have density n_λ. Each derivative with respect to r produces one factor λ, so with (1)

−½∇²φ_iλ(r) = λ^(3/2) λ² [−½∇²φ_i](λr) = λ² [ε_i − v_s(λr)] φ_iλ(r).   (12)

Moving the potential to the left gives

[−½∇² + λ²v_s(λr)] φ_iλ(r) = λ²ε_i φ_iλ(r).   (13)

The scaled orbitals are eigenfunctions in the local potential λ²v_s(λr). Scaling back with 1/λ recovers the original problem, so (13) accounts for the whole spectrum. All levels are multiplied by the same positive number, and their order and the gap above the occupied ones survive. The scaled determinant is therefore the non-degenerate ground state of a local potential with density n_λ. By the uniqueness just shown, it is the determinant that defines E_x[n_λ].

Its density matrix is λ³ρ_σ(λr,λr′). Insert this in (7) and substitute s = λr, s′ = λr′. The squared density matrix contributes λ⁶, the two volume elements contribute λ⁻⁶, and 1/|r − r′| = λ/|s − s′|. The result is

E_x[n_λ] = λ E_x[n].   (14)

The same substitution in (3) gives E_H[n_λ] = λE_H[n]. The kinetic energy contains two derivatives and scales as T[n_λ] = λ²T[n]. For strong compression, exchange therefore becomes small relative to the kinetic energy, in proportion to 1/λ, although it grows in absolute size.

Equation (14) was tested on beryllium without using the scaled orbitals (11). The potential λ²v_s(λr) was built from the OEP with λ = 1.5 and its eigenvalue problem solved afresh. The exchange energy of the new orbitals is −3.998651 hartree, while the scaling law predicts 1.5 × (−2.665767) = −3.998651 hartree. The two occupied levels are multiplied by 2.25 = λ² to within a few parts in a million, as (13) requires.

Two features carry the proof: the Coulomb interaction is multiplied by λ when all distances are divided by λ, and Φ comes from a problem without interaction. If the first is given up, the law changes. For the interaction erf(ω|r − r′|)/|r − r′|, which is Coulombic at large distance but softened below the length 1/ω, the substitution leaves erf((ω/λ)|s − s′|), so that

E_x^ω[n_λ] = λ E_x^(ω/λ)[n].   (15)

The length 1/ω has to be scaled along with the density. If the second feature is given up, step (13) fails. Let Ψ solve (T̂ + V + V_ee)Ψ = EΨ, with kinetic operator T̂ and external potential V, and let Ψ_λ(r₁, r₂, …) = λ^(3N/2)Ψ(λr₁, λr₂, …). As in (12), T̂Ψ_λ = λ²[E − V(λr₁, …) − V_ee(λr₁, …)]Ψ_λ. Since V_ee(λr₁, λr₂, …) = V_ee/λ, this is [T̂ + λ²V(λr₁, …) + λV_ee]Ψ_λ = λ²EΨ_λ. The interaction appears as λV_ee. The scaled function belongs to electrons of a different interaction strength, and the argument gives no linear law for the correlation energy.

Scaling also restricts approximations. Consider the local form −A∫n^p d³r. For n_λ the integral acquires λ^(3p) from the density and λ⁻³ from the volume, so (14) demands 3p − 3 = 1, that is, p = 4/3. This is the power found in the local density approximation. The constant A is left open; it is taken from the uniform electron gas. Density gradients may enter too, provided they appear in a combination that does not change its value under scaling. Since ∇n_λ(r) = λ⁴(∇n)(λr) and n_λ^(4/3)(r) = λ⁴n^(4/3)(λr), the ratio

s(r) = |∇n(r)| / n(r)^(4/3)   (16)

is such a combination. Every functional of the form −A∫n^(4/3)F(s) d³r obeys (14), whatever the function F.

### Spin scaling

Equation (7) is a sum of one term for each spin. Define

X[n_σ] = −½ ∫∫ |ρ_σ(r,r′)|² / |r − r′| d³r d³r′.   (17)

By the uniqueness argument, applied to one spin at a time, ρ_σ is fixed by n_σ alone. Neither the kinetic energy nor the Coulomb interaction distinguishes up from down, so X is the same functional for both spins:

E_x[n↑,n↓] = X[n↑] + X[n↓].   (18)

Now consider a closed-shell system with total density 2n↑. Each of its spin densities equals n↑. Its orbitals are the up orbitals of the original system, each occupied twice, and its potential is v_s↑. From (18), its exchange energy is

E_x[2n↑] = X[n↑] + X[n↑] = 2X[n↑].   (19)

The same holds for n↓. Solving for X and inserting in (18) gives the spin-scaling relation

E_x[n↑,n↓] = ½E_x[2n↑] + ½E_x[2n↓].   (20)

A functional known for closed shells thus determines exchange for every collinear spin polarization. The relation need not hold if orbitals mix the two spins, as they do with spin-orbit coupling, because the exchange energy can then contain products of up and down components that (18) lacks. It does not extend to correlation, which also acts between electrons of opposite spin.

The exchange potential follows by differentiation. When n↑ changes by δn↑, the argument of the first term in (20) changes by 2δn↑. The factor 2 cancels the ½, and

v_x↑(r) = δE_x/δn↑(r) = v_x[2n↑](r),   (21)

where v_x[n] is the closed-shell potential. Up electrons feel an exchange potential determined by the up density alone.

The simplest limit is a single electron with density n. Here ρ(r,r′) = φ(r)φ*(r′), and (7) gives E_x[n,0] = −½∫∫n(r)n(r′)/|r − r′| d³r d³r′ = −E_H[n]. Exchange removes the self-repulsion completely. Applied to the local form −A∫n^(4/3)d³r, relation (20) gives

E_x[n↑,n↓] = −½A Σ_σ ∫(2n_σ)^(4/3) d³r = −2^(1/3) A Σ_σ ∫n_σ^(4/3) d³r.   (22)

A fully polarized density therefore has 2^(1/3) ≈ 1.26 times the local exchange energy of an unpolarized one of the same total density.

For a numerical case, place two up electrons in the 1s and 2s orbitals of a nuclear charge 3 and one down electron in the 1s orbital of a charge 2. Different charges make the up and down 1s orbitals different, so that no accidental symmetry helps. In the bare potential −3/r the 2s level is degenerate with 2p, so the gap assumed above is absent here; the example checks (20) for the exchange energy of the stated orbitals and does not rely on the uniqueness argument. The down part can be done by hand. With Z = 2, the radial density of one electron is 4Z³r²e^(−2Zr), and its electrostatic potential V obeys the radial Poisson equation (rV)″ = −4Z³r e^(−2Zr). The solution that is finite at the origin and tends to 1/r at large distance is

V(r) = [1 − (1 + Zr)e^(−2Zr)] / r.   (23)

The self-repulsion integral is then

J = 4Z³∫₀^∞ [r e^(−2Zr) − (r + Zr²)e^(−4Zr)] dr = 4Z³[1/(4Z²) − 1/(16Z²) − 1/(32Z²)] = 5Z/8.   (24)

For two electrons in one orbital, each spin contributes −½J to (7), so E_x[2n↓] = −J = −1.25 hartree, which is also the numerical value. The four-electron closed shell made from the up orbitals has E_x[2n↑] = −2.4578591 hartree. Half the sum is

½(−2.4578591 − 1.2500000) = −1.8539296 hartree.   (25)

The exchange energy of the three-electron determinant itself, obtained from the permutation sum (4) and definition (3), is −1.8539296 hartree.

## 2. The virial relation and local exchange potentials

The second half considers closed shells with real orbitals φ_i, each occupied by two electrons, and density n = 2Σ_iφ_i². The indices i and j denote occupied orbitals and a denotes empty ones. The one-electron Hamiltonian is h = −½∇² + v_s, with hφ_i = ε_iφ_i. For an atom of nuclear charge Z, v_s = −Z/r + v_H + v_x, where v_H is the electrostatic potential of n and v_x is the local exchange potential under study. The exchange energy E_x is the Fock expression for these orbitals. From the first half we take three results. The scaled density n_λ(r) = λ³n(λr) has E_x[n_λ] = λE_x[n]. Its orbitals are λ^(3/2)φ_i(λr). They are eigenfunctions in the local potential λ²v_s(λr).

We have shown that the exchange energy scales linearly when the density is compressed or stretched, and that its value for any collinear spin polarization follows from the closed-shell functional. It remains to derive the resulting virial relation for v_x and to use it to explain why T and E fail to cancel for the Slater and KLI potentials.
